\section*{When Charge Neutrality Suffices for Wagner Oxidation: A Guide}

\section{Definitions and conventions}

An oxide film occupies $0<x<L$, with metal at $x=0$ and gas at $x=L$. It contains doubly negative metal vacancies, of concentration $c_v$ and charge number $z_v=-2$, and holes, of concentration $c_h$ and $z_h=+1$. Both are dilute and ideal, with constant diffusivities $D_v$ and $D_h$. The electrostatic potential $\phi$ is measured in units of $k_BT/e$, lengths in nm and times in s; atomic units would be unnatural for diffusion over micrometres. A prime means $d/dx$. Particle fluxes, positive towards the gas, and Poisson's equation are
\begin{align}
J_k&=-D_k(c_k'+z_kc_k\phi'),\qquad k=v,h, \label{np}\\
\phi''&=-\kappa(c_h-2c_v),\qquad
\kappa=\frac{e^2}{\varepsilon_0\varepsilon_rk_BT}. \label{poisson}
\end{align}
The surface concentrations are fixed by local equilibrium. In the steady state both fluxes are independent of $x$, and an oxide growing without an external circuit carries no net current, so $J_h=2J_v$.

\section{The setting and what it supplies}

Programs that turn computed defect formation energies into concentrations offer a charge-neutrality setting: the Fermi level $E_F$, measured from the valence-band edge, is adjusted until the charge density vanishes. Here this means $c_v=N$, $c_h=2N$. The question is when such neutral concentrations may be used for transport through a film whose surfaces are charged.

At fixed chemical potentials of the elements, dilute defect statistics give $c_v\propto e^{2E_F/k_BT}$ and $c_h\propto e^{-E_F/k_BT}$. If $E_F$ lies $\psi k_BT$ above its neutral value,
\begin{equation}
c_v=Ne^{2\psi},\qquad c_h=2Ne^{-\psi},\qquad c_vc_h^2=4N^3. \label{surface}
\end{equation}
The product does not depend on $\psi$. The setting therefore supplies $N$, a measure of the chemical potential of the neutral combination of one vacancy and two holes, even where the actual concentrations are not neutral. Let $N_0$ and $N_L$ be its values at the two surfaces.

\section{Wagner's flux}

Dividing (\ref{np}) by $D_kc_k$ gives
\[
\frac{J_v}{D_vc_v}=-(\ln c_v-2\phi)',\qquad
\frac{J_h}{D_hc_h}=-(\ln c_h+\phi)' .
\]
Adding twice the second equation to the first removes $\phi$. With $J_h=2J_v$,
\begin{equation}
J_vR=-(\ln c_v+2\ln c_h)',\qquad
R=\frac1{D_vc_v}+\frac4{D_hc_h}. \label{resist}
\end{equation}
No neutrality has been assumed. In units of $e^2/k_BT$ the partial conductivities are $\sigma_v=4D_vc_v$ and $\sigma_h=D_hc_h$, so $R=4(1/\sigma_v+1/\sigma_h)$, and (\ref{resist}) is Wagner's law with the conductivity factor $\sigma_v\sigma_h/(\sigma_v+\sigma_h)$.

In a neutral interior $c_v=N(x)$ and $c_h=2N(x)$. Then
\[
R=\frac1N\left(\frac1{D_v}+\frac2{D_h}\right)=\frac{3}{D_aN},\qquad
D_a=\frac{3D_vD_h}{D_h+2D_v},
\]
while the right-hand side of (\ref{resist}) is $-3N'/N$. Hence $J_v=-D_aN'$. Since $J_v$ is constant, $N$ is linear, and
\begin{equation}
J_W=-\frac{D_a(N_L-N_0)}{L}. \label{wagner}
\end{equation}
The negative sign for $N_L>N_0$ means that vacancies move to the metal and metal ions to the gas. For $D_h\gg D_v$, $D_a\to3D_v$: the field set up by the fast holes pulls the vacancies along.

\section{Solving without the neutrality assumption}

Let a mesh cell have width $h$ and a uniform field, with $u=z\Delta\phi$ for the species considered. Equation (\ref{np}) is equivalent to $Je^{z\phi}=-D(ce^{z\phi})'$. Integrating across the cell, with $\phi$ measured from its left node, gives
\[
J\,\frac{h(e^u-1)}{u}=D(c_i-c_{i+1}e^u).
\]
Define $B(u)=u/(e^u-1)$. Since $B(u)e^u=B(-u)$,
\begin{equation}
J_{i+1/2}=\frac Dh\left[B(u)c_i-B(-u)c_{i+1}\right]. \label{fit}
\end{equation}
For an equilibrium pair, $c_{i+1}=c_ie^{-u}$, the two terms cancel. Both weights $B(\pm u)$ are positive. A central difference instead gives $(D/h)[(1-u/2)c_i-(1+u/2)c_{i+1}]$, in which one weight has the wrong sign when $|u|>2$. For an equilibrium cell with $u=4$ and $c_i=D=h=1$, it predicts a flux $-1-3e^{-4}=-1.055$, where the fitted flux vanishes to rounding error.

With $n$ cells, the discrete equations at each interior node $i$ are
\begin{align*}
J_{k,i+1/2}-J_{k,i-1/2}&=0,\qquad k=v,h,\\
\frac{\phi_{i+1}-\phi_i}{h_{i+1/2}}-\frac{\phi_i-\phi_{i-1}}{h_{i-1/2}}
&=-\kappa\,\frac{h_{i+1/2}+h_{i-1/2}}2\,(c_h-2c_v)_i .
\end{align*}
The unknowns are $2(n-1)$ concentrations and $n$ potentials, because $\phi_0$ is a free reference but $\phi_n$ is unknown. The $3(n-1)$ nodal equations are completed by $J_h-2J_v=0$ in the last cell. The algorithm is as follows.
\begin{enumerate}
\item Place nodes at $x=\frac L2[1+\tanh(as)/\tanh a]$, with $s$ uniform on $[-1,1]$ and $a=\frac12\ln(1+L/\lambda_L)+0.05$. This keeps the end cells small compared with the Debye length $\lambda_L$ at the gas side.
\item Start from a linear $N(x)$ plus exponentially decaying surface layers.
\item Apply Newton's method to $\ln c_v$, $\ln c_h$ and $\phi$; the logarithms keep concentrations positive. Scale each step so that no unknown changes by more than 2, and stop when the largest change is below $10^{-8}$.
\item Solve with 400 and 800 cells. The error is of second order in cell width, so $(4J_{800}-J_{400})/3$ removes its leading part.
\end{enumerate}
For the charged 100 nm film below, successive flux differences on halving the cells have the ratio 4.000, as second order requires.

\section{Neutral surfaces: the correction from the field}

Adding $J_k/D_k$ for the two species and using (\ref{poisson}) gives
\begin{align*}
\frac{J_v}{D_v}+\frac{J_h}{D_h}
&=-(c_v+c_h)'-(c_h-2c_v)\phi'\\
&=-(c_v+c_h)'+\frac{\phi''\phi'}\kappa
=-\left[c_v+c_h-\frac{\phi'^2}{2\kappa}\right]'.
\end{align*}
The left side equals $J_v(1/D_v+2/D_h)=3J_v/D_a$. Integration over the film yields
\begin{equation}
J_v=-\frac{D_a}{3L}\left[c_v+c_h-\frac{\phi'^2}{2\kappa}\right]_0^L, \label{balance}
\end{equation}
which holds at any thickness within this model. For six films, neutral and charged, of 10, 100 and 1000 nm, the numerical solutions satisfy (\ref{balance}) and the integral of (\ref{resist}) to relative errors below $10^{-6}$.

If both surfaces are neutral, the concentration terms in (\ref{balance}) give $3(N_L-N_0)$ and reproduce $J_W$. The field term is the correction. To leading order the field follows from zero current in the neutral interior:
\[
-2D_h(N'+N\phi')+2D_v(N'-2N\phi')=0,
\]
so that
\[
\phi'=\beta\frac{N'}N,\qquad \beta=\frac{D_v-D_h}{2D_v+D_h}.
\]
Setting $N'=(N_L-N_0)/L$ at both ends and dividing (\ref{balance}) by (\ref{wagner}),
\begin{equation}
\frac{J_v}{J_W}-1\simeq
\frac{\beta^2(N_L-N_0)}{6\kappa L^2}
\left(\frac1{N_0^2}-\frac1{N_L^2}\right). \label{neutral}
\end{equation}
For $D_v\ne D_h$ the correction is positive whichever surface has the larger $N$; for equal diffusivities no field arises and it vanishes. The expansion needs $N$ to vary little over the local Debye length $\lambda=(6\kappa N)^{-1/2}$. When $N_0<N_L$ the demanding place is the metal side, where the condition is $L\gg\lambda_0(N_L-N_0)/N_0$. This can be much stricter than $L\gg\lambda_0$.

\section{Charged surfaces: an effective extra length}

Near a charged surface of a thick film, (\ref{surface}) holds locally with $N$ nearly constant, and (\ref{poisson}) becomes
\[
\psi''=2\kappa N(e^{2\psi}-e^{-\psi}).
\]
For small $\psi$ the right side is $6\kappa N\psi=\psi/\lambda^2$, which identifies $\lambda$. Multiplying by $\psi'$ and integrating from the neutral interior, where $\psi=\psi'=0$, gives, with $u=e^\psi$ from here on,
\begin{equation}
\psi'^2=2\kappa N(e^{2\psi}+2e^{-\psi}-3)
=2\kappa N\frac{(u-1)^2(u+2)}u. \label{pb}
\end{equation}

The layer changes the resistance $R$ from its neutral value $R_n=3/(D_aN)$. Its excess, expressed as a length of neutral oxide, is
\[
\ell_s=\int\left(\frac R{R_n}-1\right)dx,\qquad
\frac R{R_n}=w_vu^{-2}+w_hu,
\]
where $w_v=D_h/(D_h+2D_v)$ and $w_h=1-w_v$. By (\ref{resist}), the linear interior profile extrapolates not to $N_0$ and $N_L$ but, to first order, to
\[
\hat N_0=N_0-\frac{J_v\ell_0}{D_a},\qquad
\hat N_L=N_L+\frac{J_v\ell_L}{D_a}.
\]
Inserting these in $J_vL=-D_a(\hat N_L-\hat N_0)$ and collecting $J_v$ gives
\begin{equation}
\frac{J_v}{J_W}=\frac1{1+\ell/L}+O(L^{-2}),\qquad \ell=\ell_0+\ell_L. \label{extra}
\end{equation}

Treating $N$ as constant across each layer requires $|\hat N_s-N_s|\ll N_s$, that is $L\gg|\ell_s|\,|N_L-N_0|/N_s$ at each surface $s$. On the side with the lower $N$ this can be much stricter than $L\gg|\ell|$.

To evaluate $\ell_s$, use $|dx|=|du|/(u|\psi'|)$ and (\ref{pb}). A factor $u-1$ cancels, and $\sqrt{2\kappa N}=1/(\sqrt3\lambda)$, so for either sign of $\psi$
\[
\ell_s=\sqrt3\lambda\int_1^{u_s}
\left[w_h-w_v\frac{u+1}{u^2}\right]\frac{du}{S},\qquad S=\sqrt{u^2+2u},
\]
with $u_s$ the surface value. Differentiation confirms that $\operatorname{arcosh}(u+1)$ has derivative $1/S$ and $S(1+2u)/(3u^2)$ has derivative $-(u+1)/(u^2S)$. Therefore, with $u$ and $S$ taken at the surface,
\begin{equation}
\ell_s=\sqrt3\lambda\left\{
w_h[\operatorname{arcosh}(u+1)-\operatorname{arcosh}2]
+w_v\left[\frac{S(1+2u)}{3u^2}-\sqrt3\right]\right\}. \label{layer}
\end{equation}
Strong vacancy depletion, $u\to0$, gives $\ell_s\simeq\sqrt{2/3}\,w_v\lambda e^{3|\psi|/2}$, which can far exceed $\lambda$. Vacancy enrichment with very fast holes, $w_h\to0$, lowers the resistance, but as $u\to\infty$ the fraction in (\ref{layer}) tends to $2/3$, so $\ell_s$ tends only to $-(3-2/\sqrt3)\lambda\simeq-1.85\lambda$. For any finite $w_h$ the hole term grows as $\ln u$, so $\ell_s$ passes through a shallower minimum (about $-1.7\lambda$ for $D_h/D_v=100$) and then rises. When holes are much the faster species, a vacancy-depleted layer is thus the more serious threat to the neutral approximation. When holes are slow, their own depletion, which accompanies vacancy enrichment, can matter more: for $D_h/D_v=0.2$, (\ref{layer}) gives $\ell_s=2.21\lambda$ at $\psi=+2$ but only $0.42\lambda$ at $\psi=-2$.

\section{Why the slope is not a sufficient check}

When space charge is too small to bend the potential, the field is uniform and (\ref{fit}) applies to the whole film as one cell. With $V=\phi(L)-\phi(0)$,
\begin{align*}
J_vL&=D_v[B(-2V)c_v(0)-B(2V)c_v(L)],\\
J_hL&=D_h[B(V)c_h(0)-B(-V)c_h(L)].
\end{align*}
The condition $J_h=2J_v$ fixes $V$ without reference to $L$, so $J_v\propto1/L$ here as well. The coefficient generally differs from Wagner's, but for particular surface charges the two can coincide.

\section{Worked example}

Take round parameters, chosen to test the equations rather than to represent a particular oxide: $T=1000$ K, $\varepsilon_r=12$, $D_v=10^5$ and $D_h=10^7$ nm$^2$/s, $N_0=10^{-3}$ and $N_L=10^{-2}$ nm$^{-3}$. The charged case has $\psi=-1$ at the metal and $+1$ at the gas. Then $\kappa=17.5$ nm, and the Debye lengths are 3.09 nm (metal side) and 0.98 nm (gas side). Both are shorter than the mean spacing of the charges, $(3N)^{-1/3}=6.9$ and 3.2 nm. In a real oxide with these concentrations and this permittivity, interactions between defects would therefore matter, and the ideal model would not be quantitative. The chosen $D_h$ also corresponds to a hole mobility of only $1.2\times10^{-6}$ cm$^2$/(V\,s); faster holes would bring $D_a$ still closer to $3D_v$. Wagner's coefficient follows from
\[
D_a=\frac{3\times10^5\times10^7}{10^7+2\times10^5}
=2.94\times10^5\ \mathrm{nm^2/s},
\]
\[
J_WL=-2.94\times10^5\times0.009=-2.65\times10^3\ \mathrm{nm^{-1}\,s^{-1}}.
\]
Equation (\ref{layer}) gives $\ell_0=11.78$ nm and $\ell_L=-1.12$ nm, hence $\ell=10.66$ nm. The depleted metal side dominates. The full solutions give:
\begin{center}
\begin{tabular}{rccc}
$L$ (nm) & neutral $J_v/J_W$ & charged $J_v/J_W$ & $1/(1+\ell/L)$\\
3 & 1.453 & 1.706 & 0.220\\
10 & 1.147 & 1.039 & 0.484\\
30 & 1.034 & 0.947 & 0.738\\
100 & 1.005 & 0.956 & 0.904\\
1000 & 1.0001 & 0.991 & 0.989\\
10000 & 1.0000 & 0.9990 & 0.9989
\end{tabular}
\end{center}
Both cases approach Wagner's flux, the charged one more slowly because its correction is of order $1/L$. The charged ratio passes through 1 between 10 and 30 nm on its way from the thin limit, 2.95, to values below 1. Agreement at one such thickness is a crossing and does not show that the film is in Wagner's regime. For neutral surfaces the thin limit is 1.64. The thinnest entries examine the continuum equations; they do not describe real ultrathin films, where atomic discreteness and nonlinear hopping matter. The charged gas-side layer is marginal in this respect even in thick films: (\ref{pb}) gives a surface field of 1.15 MV/cm, about $0.8\,k_BT$ per 0.3 nm jump of a doubly charged vacancy, so $\ell_L$ is a result of the continuum model only.

The predicted coefficient of $1/L^2$ in (\ref{neutral}) is 79.9 nm$^2$; extrapolation of the solved fluxes gives 79.8 nm$^2$. Its condition of validity is $L\gg3.09\times9\simeq28$ nm, so it should not be used for the first three rows. Even at 100 nm it gives a correction of 0.0080, against 0.0052 from the full solution. For charged surfaces the same kind of extrapolation gives $\ell=10.65$ nm. Equation (\ref{extra}) needs $L\gg11.78\times9\simeq106$ nm; at 100 nm it predicts a reduction of 0.096, against 0.044 from the full solution. With $D_h/D_v=1$ and $0.2$, (\ref{layer}) gives 2.67 and $-0.33$ nm, in agreement with the solver to the digits shown.

\section{Consequences for growth and pressure}

Let $\Omega=0.02$ nm$^3$ be the oxide volume per metal ion. Outward metal transport gives $dL/dt=\Omega|J_v|$. Using (\ref{extra}), $(L+\ell)\,dL=k_p\,dt$, so
\begin{equation}
\Delta(L^2+2\ell L)=2k_p\Delta t,\qquad k_p=\Omega D_a(N_L-N_0). \label{growth}
\end{equation}
Here $k_p=0.02\times2.94\times10^5\times0.009=52.9$ nm$^2$/s, or $5.29\times10^{-13}$ cm$^2$/s. Growth from 300 to 3000 nm takes $8.464\times10^4$ s by integration of the solved fluxes, $8.469\times10^4$ s by (\ref{growth}), and $8.415\times10^4$ s without the linear term. When $\ell>0$, space charge alone thus produces a linear term of the same form as that from a slow interface reaction; a fitted linear term does not by itself identify its cause. The steady-state assumption compares the diffusion time $L^2/D_a$ with the growth time $L^2/k_p$. Their ratio, $k_p/D_a=1.8\times10^{-4}$, is small.

If the gas creates vacancies and holes by $\frac12\mathrm{O_2}\rightleftharpoons\mathrm{O_O}+v''+2h$, equilibrium requires $c_vc_h^2\propto p^{1/2}$, so $N_L\propto p^{1/6}$. Suppose the surface hole concentration is pinned. A 64-fold pressure then raises the surface $c_v$ eightfold, but $N_L$ by $64^{1/6}=2$. Wagner's flux rises by $(20-1)/(10-1)=2.11$, and the full solution at 10000 nm gives the same ratio. The thick film responds to $N_L$, not to the surface vacancy concentration. The enriched layer itself, with $c_v=0.59$ nm$^{-3}$, a field of 3.7 MV/cm and a local screening length below an atomic spacing, lies outside the dilute continuum model; it enters the flux only through the small length $\ell_L$.

\section{Choosing the setting}

Use the neutrality setting at the chemical potentials of the two interfaces to obtain $N_0$ and $N_L$. Do not read its output as the actual surface concentrations. Then estimate $\lambda$ at both ends and, if surface potentials are known, $\ell$. These estimates assume ideal defects, which requires $\lambda$ to exceed the mean spacing of the charges. Within that model, neutral transport is justified when $L$ is large compared with $\lambda$, with $|\ell_0|$ and $|\ell_L|$ separately, and with the gradient length $\lambda|N_L-N_0|/N$, where $\lambda$ and $N$ are taken at the surface with the lower $N$. For the charged example, an error of about 1\% relative to $J_W$ is reached near 1000 nm, some 300 Debye lengths of the metal side.

For thinner films solve (\ref{np}) and (\ref{poisson}) together, refine the mesh, and compare $J_vL$ with $-D_a(N_L-N_0)$ over a range of thicknesses that extends well above both Debye lengths: neither a flux proportional to $1/L$ nor agreement at a single thickness is sufficient. Fixed charged dopants change the neutrality condition; the ambipolar diffusivity then depends on concentration unless $D_v=D_h$, and (\ref{wagner}) no longer holds. Other mobile charged defects must be included in both the neutrality and the zero-current conditions. Slow interface reactions invalidate the fixed surface values, and grain-boundary paths require transport terms absent here. The computed values are given in the numerical output.

\section*{Computed values}
\begin{verbatim}
temperature 1000 K; relative permittivity 12
D_v 1.000e+05, D_h 1.000e+07 nm^2/s
N_0 1.000e-03, N_L 1.000e-02 nm^-3
surface potentials: metal -1.0, gas 1.0 kT/e
oxide volume per metal ion 0.020 nm^3
kappa 17.4988 nm
Debye length: metal 3.0862, gas 0.9759 nm
metal surface c_v 1.3534e-04, c_h 5.4366e-03 nm^-3
gas surface c_v 7.3891e-02, c_h 7.3576e-03 nm^-3
ambipolar diffusivity D_a 2.94118e+05 nm^2/s
Wagner J_v*L: formula -2647.05882 nm^-1 s^-1
Wagner J_v*L: conductivity integral -2647.05882 nm^-1 s^-1
cell test flux: fitted 0.935697, quadrature 0.935697 (D=h=1)
equilibrium cell, drop 4 kT/e, c_left=D=h=1:
  fitted flux 1.4e-17, central flux -1.0549
mesh error ratio on halving cells 4.000
largest relative error, resistance law 4.7e-07
largest relative error, flux balance 4.8e-07
thin limit J/J_W: neutral 1.6360, charged 2.9472
L (nm) | J/J_W neutral | J/J_W charged | 1/(1+ell/L)
      3 | 1.453168 | 1.706294 | 0.219647
     10 | 1.147492 | 1.038902 | 0.484067
     30 | 1.034036 | 0.946847 | 0.737857
    100 | 1.005246 | 0.955745 | 0.903683
    300 | 1.000752 | 0.976189 | 0.965691
   1000 | 1.000076 | 0.990778 | 0.989454
   3000 | 1.000009 | 0.996627 | 0.996460
  10000 | 1.000001 | 0.998951 | 0.998935
beta -0.97059 (dimensionless)
neutral 1/L^2 coefficient: formula 79.945, solver 79.817 nm^2
layer lengths: metal 11.7831, gas -1.1248, sum 10.6583 nm
D_h/D_v | extra length formula (nm) | solver (nm)
 100.0 | 10.6583 | 10.6523
   1.0 | 2.6664 | 2.6662
   0.2 | -0.3278 | -0.3278
voltage phi(L)-phi(0), L=10000 nm: formula -0.2349, solver -0.2352 kT/e
gas c_v after 64-fold pressure 5.9112e-01 nm^-3
flux ratio for 64-fold pressure: formula 2.11111, solver 2.11112
k_p 52.9412 nm^2/s = 5.2941e-13 cm^2/s
steady-state parameter k_p/D_a 1.80e-04
growth from 300 to 3000 nm:
  solved fluxes 84636.5 s
  parabolic plus linear law 84693.6 s
  parabolic law alone 84150.0 s
\end{verbatim}
